# Why a Repulsive Jastrow Factor Needs a Compensating One-Body Term

## Definitions and conventions

Atomic units are used. The trial function is

\[
\Psi = D\,\exp\Big[-\sum_{i<j}u(r_{ij})+\sum_i\chi(\mathbf r_i)\Big],
\]

where \(D\) is a normalized, real, closed-shell determinant with density \(n_0(\mathbf r)\). The pair function \(u\) is the same for all spin pairs. It is called repulsive when it decreases with distance, so that \(e^{-u}\) favours large separations. The sign of \(u\) itself has no meaning, because a constant added to \(u\) or to \(\chi\) multiplies \(\Psi\) by a constant and drops out on normalization.

The convolution of \(u\) with the density is

\[
J(\mathbf r)=\int n_0(\mathbf r')\,u(|\mathbf r-\mathbf r'|)\,d^3r' .
\]

"First order" means first order in \(u\) and \(\chi\) together, with \(D\) held fixed. The choice \(\chi=J\) is the form the compensating term approaches for a long-ranged \(u\) in a finite system of many electrons. For helium it is too large by a factor of two, since an electron does not repel itself.

## What fixes the pair function at short distance

The short-range slope of \(u\) is fixed by the Coulomb singularity. Let \(\mathbf s=\mathbf r_1-\mathbf r_2\) for two electrons of opposite spin, and let \(\mathbf R\) be their midpoint. Then

\[
-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2=-\nabla_s^2-\tfrac14\nabla_R^2 .
\]

Near \(s=0\) write \(\Psi=\Phi\,e^{-u(s)}\), with \(\Phi\) smooth and nonzero. With \(g=e^{-u}\), one has \(g'=-u'g\) and \(g''=(u'^2-u'')g\), so

\[
-\frac{1}{g}\Big(g''+\frac2s g'\Big)+\frac1s
=u''-u'^2+\frac{2u'+1}{s}.
\]

The terms containing derivatives of \(\Phi\) are finite. The local energy \(\Psi^{-1}H\Psi\) therefore stays finite at coalescence only if \(u'(0)=-\tfrac12\). This holds for opposite spins. For equal spins \(\Phi\) vanishes linearly in \(\mathbf s\), the cross term between \(\nabla\Phi\) and \(\nabla g\) adds \(2u'/s\), and the condition becomes \(u'(0)=-\tfrac14\). A \(u\) common to all spin pairs, as used here, can meet only one of the two conditions; helium has only the first. A smooth \(\chi\) belongs to \(\Phi\) and can neither supply this cusp nor damage it.

The example below uses

\[
u(s)=\frac F2\,e^{-s/F},\qquad F=1\ \text{bohr},
\]

which has the required slope. At \(s=0.01\) bohr the repulsion \(1/s=100.00\) hartree meets a kinetic term of \(-98.755\) hartree, leaving 1.245 hartree.

## What the pair function does to the density of helium

For helium \(D\) has the spatial part \(\varphi(\mathbf r_1)\varphi(\mathbf r_2)\), so \(n_0=2\varphi^2\). Define the average of \(u\) over the position of the other electron,

\[
v(\mathbf r)=\int\varphi(\mathbf r')^2\,u(|\mathbf r-\mathbf r'|)\,d^3r'=\tfrac12J(\mathbf r),
\]

and write \(\langle f\rangle=\int\varphi^2f\,d^3r\). To first order

\[
\Psi^2=\varphi_1^2\varphi_2^2\,\big[1+2\chi_1+2\chi_2-2u_{12}\big],
\]

where the subscripts label electrons. Integration over electron 2 replaces \(\chi_2\) by \(\langle\chi\rangle\) and \(u_{12}\) by \(v(\mathbf r_1)\). Integration over both gives the norm \(1+4\langle\chi\rangle-2\langle v\rangle\). The density is twice the first integral divided by the norm:

\[
n=n_0\,\frac{1+2\chi+2\langle\chi\rangle-2v}{1+4\langle\chi\rangle-2\langle v\rangle}
\simeq n_0\big[1+2(\chi-v)-2\langle\chi\rangle+2\langle v\rangle\big].
\]

Hence

\[
\delta n(\mathbf r)=2n_0(\mathbf r)\,\big[\chi-v-\langle\chi-v\rangle\big].\tag{1}
\]

The pair function thus acts on the density as a one-body factor \(e^{-v}\) in the wavefunction would. With \(\chi=0\) the density falls where \(v\) exceeds its mean and rises where \(v\) lies below it.

It remains to show that \(v\) is large inside the atom. Both \(\varphi^2\) and \(u\) are spherical and decrease outward to zero, so each is a superposition, with positive weights, of functions equal to one inside a ball and zero outside. The convolution of two such functions is the overlap volume of two balls whose centres are a distance \(r\) apart. Cut both balls by a line parallel to the line of centres. The cuts are two intervals with midpoints a distance \(r\) apart, and their common length cannot grow as \(r\) grows. The overlap volume, and with it \(v(r)\), therefore decreases outward.

The mean radius \(\langle r\rangle\) per electron then changes, for \(\chi=0\), by

\[
\delta\langle r\rangle=\tfrac12\int r\,\delta n\,d^3r
=-2\big(\langle rv\rangle-\langle r\rangle\langle v\rangle\big).
\]

The bracket is a covariance. It equals half the average of \((r-r')(v(r)-v(r'))\) over two independent points drawn from \(\varphi^2\). This product is never positive when \(v\) decreases, so \(\delta\langle r\rangle>0\): the atom expands. An electron near the nucleus is, on average, close to its partner, and configurations with close partners are the ones that \(e^{-u}\) suppresses.

## The compensating term

By equation (1), the first-order change vanishes if and only if \(\chi-v\) is constant wherever there is density. Up to that constant,

\[
\chi(\mathbf r)=v(\mathbf r)=\tfrac12\int n_0(\mathbf r')\,u(|\mathbf r-\mathbf r'|)\,d^3r' ,
\]

the convolution of \(u\) with the density of the other electron. To see what the full convolution does, put \(\chi=cJ=2cv\) in equation (1):

\[
\delta n=2(2c-1)\,n_0\,\big(v-\langle v\rangle\big).
\]

For \(c=0\) the density expands, for \(c=\tfrac12\) it is unchanged, and for \(c=1\) it contracts by as much as it expanded at \(c=0\).

The compensator does not undo the correlation. With \(\chi=v\), let

\[
w_{12}=v_1+v_2-u_{12}-\langle v\rangle ,
\]

so that \(\Psi^2\propto\varphi_1^2\varphi_2^2e^{2w_{12}}\). Averaging \(w_{12}\) over electron 2 gives \(v_1+\langle v\rangle-v_1-\langle v\rangle=0\) for every position of electron 1. The dependence on \(r_{12}\) is still there, but its mean effect on either electron is gone. The density first changes through the next term of the exponential, \(\tfrac12(2w_{12})^2=2w_{12}^2\), which is quadratic in the strength of \(u\). In the numerical test, doubling a small strength multiplied the displaced charge by 3.92 with \(\chi=J/2\) and by 1.99 with \(u\) alone, close to the expected 4 and 2.

The cusp at the nucleus also survives. The gradient of \(v\) is the average of \(\nabla u\), which is bounded, and varies continuously with \(\mathbf r\). A spherical function with a continuous gradient has zero slope at the origin, so \(e^{v}\varphi\) has the same logarithmic slope there as \(\varphi\).

## How large the effect is in helium

The orbital is the Hartree–Fock orbital in an exponential basis, with energy \(-2.86168\) hartree. The mean of \(v\) is \(\langle v\rangle=0.1576\). At \(r=0.1\) bohr, where \(v=0.2243\), the first-order density ratio for \(u\) alone is

\[
\frac{n}{n_0}=1-2(0.2243-0.1576)=0.867 .
\]

The ratio from the full, unexpanded wavefunction is 0.879. At \(r=3\) bohr, where \(v=0.0261\), first order gives 1.263 and the full wavefunction 1.281. So \(u\) alone removes about 12 % of the density near the nucleus and adds 28 % at 3 bohr, an excess that grows to about 35 % farther out. With \(\chi=J/2\) the ratios at the same two radii are 0.999 and 0.999; with \(\chi=J\) they are 1.127 and 0.772.

In the table, "displaced" is \(\tfrac12\int|n-n_0|\,d^3r\), the number of electrons moved relative to the Hartree–Fock density.

| State | \(\langle r\rangle\) (bohr) | Displaced | Energy (hartree) |
|---|---|---|---|
| no Jastrow | 0.9273 | 0 | −2.8617 |
| \(u\) alone | 0.9809 | 0.077 | −2.8882 |
| \(u\), \(\chi=J/2\) | 0.9274 | 0.0005 | −2.8981 |
| \(u\), \(\chi=J\) | 0.8778 | 0.074 | −2.8900 |

The first-order formula predicts an increase of \(\langle r\rangle\) by 0.0543 bohr for \(u\) alone; the actual increase is \(0.9809-0.9273=0.0536\) bohr.

The energy components show what the expansion costs. Relative to Hartree–Fock, \(u\) alone changes the nuclear attraction by \(+0.3705\), the kinetic energy by \(-0.2829\) and the electron repulsion by \(-0.1141\) hartree. The sum is \(-0.0265\) hartree, a small remainder of large terms. A uniform rescaling of the Hartree–Fock orbital to the same \(\langle r\rangle\) would change the three terms by about \(+0.37\), \(-0.30\) and \(-0.056\) hartree. The changes in attraction and kinetic energy therefore come mostly with the change of size, but only about half of the change in repulsion does; the rest is correlation. With \(\chi=J/2\) the corresponding changes are \(+0.0019\), \(+0.0205\) and \(-0.0589\) hartree. The attraction is back at its Hartree–Fock value to within 0.002 hartree. The repulsion is lower at nearly unchanged density, which is the effect wanted from a pair function.

Adding \(\chi=J/2\) to \(u\) lowers the energy by 0.0099 hartree, or 0.27 eV. The reference correlation energy, from coupled cluster with single and double excitations in the cc-pV5Z basis, is \(2.9032-2.8617=0.0415\) hartree. That method is complete for two electrons within its basis. The pair function alone recovers \(0.0265/0.0415\approx64\,\%\) of it, and with \(\chi=J/2\) the share is 88 %. The basis misses about 0.0005 hartree: at the basis limit the energy is \(-2.9037\) hartree and the correlation energy 0.0420 hartree, and the shares become 63 % and 87 %.

Restoring the density is not by itself a variational requirement. It pays here because the Hartree–Fock density is already good. When the multiple \(c\) is optimized for the energy, the minimum lies at \(c=0.525\), near the density-preserving \(\tfrac12\), and only about 0.00002 hartree lower. The overcompensated state \(\chi=J\) lies slightly below the uncompensated one, although both displace similar amounts of charge. The first-order symmetry concerns the density, not the energy.

In Monte Carlo work the spread of the local energy matters as well, since it sets the statistical error. The sampled estimates are about 0.75 hartree without a Jastrow factor, 0.24 with \(u\) alone and 0.17 with \(\chi=J/2\). For independent samples drawn from \(\Psi^2\), the number needed for a given error scales as the square of the spread, so the compensator reduces it by a factor of about two.

## More than two electrons

For a general closed-shell determinant let \(W=\sum_i\chi(\mathbf r_i)-\sum_{i<j}u(r_{ij})\), and let \(\hat n(\mathbf r)\) be the density operator. Expanding \(D^2e^{2W}\) and its norm gives

\[
\delta n(\mathbf r)=2\big[\langle D|\hat n(\mathbf r)W|D\rangle-\langle D|\hat n(\mathbf r)|D\rangle\langle D|W|D\rangle\big].
\]

Insert a complete set of determinants between \(\hat n\) and \(W\). The term with \(D\) itself cancels the subtracted product. Since \(\hat n\) is a one-body operator, it connects \(D\) only to single excitations, in which an occupied orbital \(\varphi_i\) is replaced by a virtual orbital \(\varphi_a\) of the same spin. The element of \(\hat n(\mathbf r)\) is \(\varphi_i(\mathbf r)\varphi_a(\mathbf r)\). The element of the pair sum contains a direct and an exchange part, so that of \(W\) is \(\langle a|\chi-J+K|i\rangle\), with

\[
(Kf)(\mathbf r)=\int\rho(\mathbf r,\mathbf r')\,u(|\mathbf r-\mathbf r'|)\,f(\mathbf r')\,d^3r',\qquad
\rho(\mathbf r,\mathbf r')=\sum_j\varphi_j(\mathbf r)\varphi_j(\mathbf r').
\]

Here \(j\) runs over the occupied spatial orbitals, because exchange acts between equal spins. The two spins contribute equally, which doubles the prefactor 2:

\[
\delta n(\mathbf r)=4\sum_{i}\sum_{a}\varphi_i(\mathbf r)\varphi_a(\mathbf r)\,\langle a|\chi-J+K|i\rangle .\tag{2}
\]

The one-body part of the pair function is thus \(J-K\). In helium \(K\varphi=v\varphi=\tfrac12J\varphi\), so \(J-K\) acts on the occupied orbital as \(v\), in agreement with equation (1). With several orbitals \(K\) is nonlocal, and a local \(\chi\) cannot in general cancel it orbital by orbital. Two limits show what to expect.

**Long range.** Suppose \(u\) varies little over the distance within which \(\rho(\mathbf r,\mathbf r')\) is appreciable, the size of the exchange hole. Then \(u\approx u(0)\) inside \(K\). Since \(\int\rho(\mathbf r,\mathbf r')\varphi_i(\mathbf r')\,d^3r'=\varphi_i(\mathbf r)\), this gives \(K\varphi_i\approx u(0)\varphi_i\), which has no virtual component and does not move the density. What remains of \(K\) comes from the variation of \(u\) across the hole, which holds one electron. A constant part of \(J\) does not move the density either, so this remainder has to be compared with the variation of \(J\), not with its size. In a finite system that lies within the range of \(u\), such as an atom, all electrons add to the variation of \(J\), and when they are many the full convolution \(\chi=J\) is the right leading term. In a crystal the argument fails. The Fourier components of \(J\) are those of \(n_0\) multiplied by those of \(u\), so a smooth \(u\) wider than the lattice spacing makes \(J\) almost constant; \(\chi=J\) then does nothing, and the density change comes from \(K\). A \(u\) that obeys the cusp condition also keeps its slope near \(s=0\) however long its range, so the remainder of \(K\) does not vanish as the range grows. For two electrons in one orbital, \(\chi=J/2\) remains right at any range.

**Short range.** If \(u\) is much narrower than the hole, the other factors in \(K\) can be taken at \(\mathbf r'=\mathbf r\). With \(\rho(\mathbf r,\mathbf r)=\tfrac12n_0(\mathbf r)\), this gives \(K\varphi_i\approx\tfrac12n_0\varphi_i\int u\,d^3s\approx\tfrac12J\varphi_i\). Electrons of equal spin already avoid each other, so only opposite spins count, and \(\chi=J/2\) is right for any number of electrons.

A one-dimensional harmonic-oscillator model with Gaussian \(u\) illustrates both limits. The measure is the integrated magnitude of \(\delta n\) with \(\chi=J\), divided by that with \(u\) alone. For a width of 2 oscillator lengths it falls from 1.00 for two electrons to 0.20 for four and 0.07 for twelve. For a width of 0.1 it is still 0.98 for twelve: the full convolution then fails about as badly as no compensation.

## What to do in practice

Include a one-body term whenever a pair function is added to orbitals whose density is worth keeping. For two electrons in one orbital, start from \(\chi=J/2\). For many electrons in a finite system such as an atom, with a \(u\) whose range covers the system, start from \(\chi=J\); for a \(u\) confined within the exchange hole, from \(J/2\). In between, and in extended periodic systems, where no multiple of \(J\) need restore the density, use a flexible \(\chi\) and optimize it together with \(u\). If the two are optimized in turn, each change of \(u\) shifts the density again and \(\chi\) must follow.

Reoptimizing the orbitals can do the same work. The factor \(e^{\chi(\mathbf r_i)}\) multiplies every entry in the row of the determinant that belongs to electron \(i\), so \(e^{\sum_i\chi(\mathbf r_i)}D\) is, up to normalization, the determinant of the orbitals \(e^{\chi}\varphi_j\). If the orbitals already have the correct nuclear cusp, a term of \(\chi\) that depends on the distance to a nucleus should have zero slope at that nucleus, as the convolution does in a spherical atom. In a molecule the gradient of the convolution need not vanish at a nucleus, but it is continuous there, so its spherical average about the nucleus has zero slope and the cusp is unchanged.

The formulas are first order in \(u\), and they work well in helium because \(2|v-\langle v\rangle|\) stays below about 0.3 at the radii examined. For a stronger \(u\), compare the sampled density with that of \(D\). A remaining expansion or contraction shows that \(\chi\) is too weak or too strong, provided that the density of \(D\) is a trustworthy target. If it is not, the energy should decide.

The numerical check tests the helium response and, for four electrons on a one-dimensional lattice, equation (2). It also compares the helium energies without a Jastrow factor, with \(u\) alone and with \(\chi=J/2\) with Monte Carlo estimates.

## Calculated quantities

```
Range F of u: 1.0 bohr; u(0) = 0.500; u'(0) = -0.500 1/bohr
HF energy, exponential basis: -2.86168 hartree
HF energy, cc-pV5Z: -2.86162 hartree
CCSD energy, cc-pV5Z: -2.90315 hartree
Cusp test at s = 0.01 bohr: 1/s = 100.00, kinetic = -98.755, sum = 1.245 hartree
Mean of v over phi^2: 0.1576
Slope of v at r = 0.001 bohr: -2.4e-04 1/bohr
Density ratios n/n0 at full strength (first = first-order, u only):
 r=0.1 bohr: n0=2.42034 bohr^-3, v=0.2243, first=0.8666
   u only=0.8786, chi=J/2: 0.9992, chi=J: 1.1270
 r=0.5 bohr: n0=0.54373 bohr^-3, v=0.1985, first=0.9182
   u only=0.9214, chi=J/2: 0.9996, chi=J: 1.0756
 r=1.0 bohr: n0=0.09913 bohr^-3, v=0.1472, first=1.0207
   u only=1.0148, chi=J/2: 1.0006, chi=J: 0.9782
 r=2.0 bohr: n0=0.00442 bohr^-3, v=0.0655, first=1.1841
   u only=1.1868, chi=J/2: 0.9998, chi=J: 0.8348
 r=3.0 bohr: n0=0.00023 bohr^-3, v=0.0261, first=1.2629
   u only=1.2811, chi=J/2: 0.9986, chi=J: 0.7715
First-order shift of <r>, u only: 0.0543 bohr
no Jastrow: <r>=0.9273 bohr, displaced=0.0000 electrons
   E=-2.86168, T=2.8617, Vne=-6.7491, Vee=1.0258 hartree
u only: <r>=0.9809 bohr, displaced=0.0770 electrons
   E=-2.88818, T=2.5788, Vne=-6.3786, Vee=0.9117 hartree
u, chi=J/2: <r>=0.9274 bohr, displaced=0.0005 electrons
   E=-2.89811, T=2.8822, Vne=-6.7472, Vee=0.9669 hartree
u, chi=J: <r>=0.8778 bohr, displaced=0.0739 electrons
   E=-2.89000, T=3.2030, Vne=-7.1165, Vee=1.0235 hartree
Energy gained by adding chi=J/2 to u: 0.00993 hartree = 0.270 eV
Correlation energy recovered with chi=J/2: 87.8 % of CCSD reference
Best multiple c of J: 0.525, energy -2.89813 hartree
Monte Carlo, no Jastrow: E=-2.8630 +- 0.0024, spread=0.752 hartree
Monte Carlo, u only: E=-2.8878 +- 0.0008, spread=0.239 hartree
Monte Carlo, u, chi=J/2: E=-2.8976 +- 0.0005, spread=0.166 hartree
Helium response, largest relative error of formula: 8.0e-07
Displacement ratio on doubling strength, u only: 1.993
Displacement ratio on doubling strength, chi=J/2: 3.924
Four-electron enumeration, relative error of formula: 1.7e-07
1D oscillator: |response with chi=J| / |response with u only|
 Gaussian u of width 2.0 oscillator lengths: N=2: 1.000, N=4: 0.201, N=8: 0.089, N=12: 0.066
 Gaussian u of width 0.1 oscillator lengths: N=2: 1.000, N=4: 0.993, N=8: 0.986, N=12: 0.976
```
